# Third-harmonic current of warm electrons with one energy relaxation time, part 2

A thin, lightly doped semiconductor carries a microwave current. The field warms the electrons slightly, their mobility changes, and a current at $3\omega$ appears. The question is how the energy relaxation time enters it.

The field inside the sample is uniform, $E(t)=E_0\cos\omega t$, with no component at $3\omega$. With $e>0$, the drift velocity $v$ is counted in the direction of the force, and $j=nev$. The density $n$ and lattice temperature $T_L$ are fixed. Complex amplitudes multiply $e^{-i\omega t}$, $e^{-2i\omega t}$ or $e^{-3i\omega t}$, and the real part is taken. Electrons of mass $m$ and collision time $\tau$ obey

$$m\frac{dv}{dt}=eE-\frac{mv}{\tau}.$$

The mobility is $\mu=e\tau/m$, with $\mu_0=\mu(T_L)$. One electron temperature $T_e$ describes the electron energy, and $\theta=T_e/T_L$. The thermal energy per electron is $CT_e$, with $C=3k_B/2$ and $k_B$ Boltzmann's constant. The loss to the lattice per electron is $P(T_e)$, and

$$\tau_E=\frac{C}{P'(T_L)} ,\qquad p=-\left.\frac{d\ln\mu}{d\ln T_e}\right|_{T_L}.$$

For instantaneous momentum relaxation and weak heating, $h\ll1$,

$$\tau_E\frac{d\theta}{dt}=h\,\frac{E^2(t)}{E_0^2}-(\theta-1),\qquad h=\frac{e\mu_0\tau_EE_0^2}{CT_L}.$$

In a constant field,

$$\mu=\mu_0(1-\beta E^2),\qquad \beta=\frac{ph}{E_0^2}=\frac{p\,e\mu_0\tau_E}{CT_L}.$$

In the oscillating field the lowest-order results are

$$\theta-1=\frac h2\big[1+S\cos(2\omega t-\phi)\big],$$

$$j_3(t)=-\frac{ne\mu_0\beta E_0^3}{4}\;\frac{\cos(3\omega t-\phi)}{\sqrt{1+4\omega^2\tau_E^2}} ,$$

with $S=1/\sqrt{1+4\omega^2\tau_E^2}$ and $\tan\phi=2\omega\tau_E$. The fundamental, in units of $ne\mu_0E_0$, is

$$J_1=1-\beta E_0^2\left[\frac12+\frac{1}{4(1-2i\omega\tau_E)}\right].$$

Time integration of the full energy balance, extrapolated to zero field from $h=0.002$ and $h=0.001$, confirmed the third-harmonic formula to within a relative $6\times10^{-6}$. At finite field its relative error fell by a factor of 1.99 when $h$ was halved from 0.01 to 0.005.

## Limits of the model and an example in germanium

The first half treated electrons in a field $E_0\cos\omega t$ with density $n$, lattice temperature $T_L$, heat capacity $C=3k_B/2$ per electron and mobility $\mu_0\theta^{-p}$, where $\theta=T_e/T_L$. The heating parameter is $h=e\mu_0\tau_EE_0^2/(CT_L)$, and the dc mobility is $\mu_0(1-\beta E^2)$ with $\beta E_0^2=ph$. To lowest order the third-harmonic current has the amplitude $ne\mu_0|\beta|E_0^3S/4$, with $S=1/\sqrt{1+4\omega^2\tau_E^2}$, and its phase lag is $\phi=\arctan(2\omega\tau_E)$. Momentum was assumed to relax instantaneously. What does a finite momentum relaxation time $\tau_m$ change?

Let the collision time be $\tau=\tau_m\theta^{-p}$, so that $\mu_0=e\tau_m/m$. Multiplying the equation of motion by $\tau_m/m$ gives

$$\tau_m\frac{dv}{dt}=\mu_0E-\theta^pv .$$

The field now supplies both thermal and drift energy. Multiplying the equation of motion by $v$ shows that the drift energy changes at the rate

$$\frac{d}{dt}\frac{mv^2}{2}=eEv-\frac{mv^2}{\tau}.$$

The remainder of the work, $mv^2/\tau$, is frictional heat. With $v=\mu_0E_0u$ and $m\mu_0/\tau_m=e$, this heat equals $e\mu_0E_0^2u^2\theta^p$. For a warm gas the thermal balance is then

$$\tau_E\frac{d\theta}{dt}=hu^2\theta^p-(\theta-1).$$

In lowest order $u=\mathrm{Re}[U_1e^{-i\omega t}]$ with $U_1=1/(1-i\omega\tau_m)$. Its square has the $2\omega$ part $\frac12\mathrm{Re}[U_1^2e^{-2i\omega t}]$, so the temperature amplitude at $2\omega$ is

$$\Theta_2=\frac{h}{2}\,\frac{U_1^2}{1-2i\omega\tau_E}.$$

The friction term contains $\theta^pu\approx u+p(\theta-1)u$. The product of the $2\omega$ temperature and the $\omega$ velocity has the amplitude $\Theta_2U_1/2$ at $3\omega$. Since the field has no part there,

$$(1-3i\omega\tau_m)U_3=-\frac p2\Theta_2U_1,$$

and therefore

$$U_3=-\frac{ph}{4}\,\frac1{(1-2i\omega\tau_E)(1-i\omega\tau_m)^3(1-3i\omega\tau_m)} .$$

Two of the three equal factors come from the heating and the third from the velocity that the warm gas slows down. The last factor is the inertia of the $3\omega$ motion. Time integration of the two coupled equations with $p=0.5$, for $(\omega\tau_E,\omega\tau_m)=(0.6,0.2)$ and $(1.5,0.5)$, agreed with this complex amplitude to a relative $2\times10^{-6}$ after the same extrapolation to zero field.

For small $b=\omega\tau_m$ the additional amplitude factor is

$$(1+b^2)^{-3/2}(1+9b^2)^{-1/2}\approx1-\tfrac32b^2-\tfrac92b^2=1-6b^2,$$

while the additional lag is $3\arctan b+\arctan3b\approx6b$. The amplitude is disturbed in second order and the phase already in first order. A frequency low enough for the simple amplitude law may thus still be too high for the simple phase law.

For numbers, take rough values in the regime of lightly doped n-type germanium at 77 K: $\mu_0=40000$ cm²/Vs, $\tau_E=20$ ps and $n=10^{14}$ cm$^{-3}$. The drive is 20 V/cm at 5 GHz. Scattering by acoustic phonons suggests $p=1/2$: the scattering rate grows with the density of final states, hence as the square root of the energy. The field points along [100], which makes equal angles with the axes of the four conduction-band valleys, so all valleys heat equally.

Each valley has a longitudinal mass of about 1.6 and a transverse mass of about 0.08 electron masses. Averaging the inverse masses gives a conductivity mass

$$m=\frac{3}{1/1.6+2/0.08}\,m_e=0.117\,m_e,$$

and $\tau_m=\mu_0m/e=2.66$ ps. The heating parameter is

$$h=\frac{(40000\ \mathrm{cm^2/Vs})(20\times10^{-12}\ \mathrm s)(20\ \mathrm{V/cm})^2e}{\frac32k_B(77\ \mathrm K)}=0.0322 .$$

Hence $\beta E_0^2=0.5\times0.0322=0.0161$, and $\beta=4.0\times10^{-5}$ cm²/V². The mean temperature rise is $77\times0.0322/2=1.24$ K.

At 5 GHz, $\omega\tau_E=0.628$, so

$$S=\frac1{\sqrt{1+4(0.628)^2}}=0.623,\qquad \phi=\arctan(1.257)=51.5^\circ .$$

The temperature swings about its mean with an amplitude of $1.24\times0.623=0.77$ K. The linear current amplitude $ne\mu_0E_0$ is 12.8 A/cm². The static formula would give a third harmonic of $12.8\times0.0161/4=0.0515$ A/cm², and the finite energy relaxation time reduces it to

$$|j_3|=0.0515\times0.623=0.032\ \mathrm{A/cm^2},$$

or 0.25 % of the linear current.

The momentum relaxation time gives $\omega\tau_m=0.084$. It lowers the reduction factor from 0.623 to 0.598, a change of 4 %. The extra lag, by contrast, is about $6\times0.084=0.50$ rad, or 29°, which is not small beside 51.5°. These numbers assume one collision time for all electrons. If each energy keeps its own time, proportional to $\varepsilon^{-1/2}$ as for acoustic phonons, an isotropic part held Maxwellian gives a reduction of about 11 % and an extra lag of about 36° when only the first angular harmonic of the distribution is kept. The second angular harmonic adds a term of relative order $\tau_m/(\tau_ES)$, which is first order in $\tau_m$. With it, in an isotropic band, the amplitude rises by about 19 % and the extra lag is about 35°. In this example instantaneous momentum relaxation gives the amplitude only to within some 20 %, and it is a poor approximation for the phase.

The finite field also matters. With $\tau_m=0$, the full equations give a third harmonic 3.7 % below the lowest-order value. The sign can be understood from the static case. With $y=\cos^2\omega t$, iterating $\theta-1=hy\theta^{-p}$ gives $\theta-1\approx hy-ph^2y^2$, and

$$\theta^{-p}\approx1-phy+\left[p^2+\frac{p(p+1)}2\right]h^2y^2 .$$

For $p=1/2$ the bracket is $5/8$. The third harmonic of $\cos^5\omega t$ has the coefficient $5/16$, so the relative correction to the static harmonic is

$$\frac{(5/8)(5/16)h^2}{-h/8}=-\frac{25}{16}h .$$

For $h=0.0322$ this is $-5.0$ %, which has the same sign as the $-3.7$ % found at 5 GHz and a similar size. With both the finite field and $\tau_m$ included, the total change is $-7.3$ %.

The assumption of a single electron temperature is more serious. It requires electrons to exchange energy with one another faster than with the lattice, and also fast compared with the oscillation of the heating. At $10^{14}$ cm$^{-3}$ this cannot be taken for granted. The opposite extreme, with no electron–electron collisions, can be worked out for acoustic phonons and isotropic valleys.

Let $f(x,t)$ be the occupation at energy $x=\varepsilon/k_BT_L$. The number of electrons per energy interval is proportional to $\sqrt x f$. An acoustic phonon of wave number $q$ changes the energy by the small amount $\pm\hbar sq$, where $s$ is the sound velocity. For isotropic scattering the mean of $q^2$ is $2k^2$, proportional to $x$, and the scattering rate is proportional to $\sqrt x$. The energy thus performs a random walk with a diffusion coefficient proportional to $x^{3/2}$. The accompanying drift is fixed by the requirement that $e^{-x}$ carry no flux, and the energy exchange becomes

$$\sqrt x\,\frac{\partial f}{\partial t}=\frac{\partial}{\partial x}\left[\kappa x^2\left(\frac{\partial f}{\partial x}+f\right)\right].$$

The constant $\kappa$ measures its strength.

The field causes a second random walk. The power $eEv_x$ keeps its sign for about one collision time, which gives an energy diffusion coefficient $e^2E^2v^2\tau/3$, proportional to $x\cdot x^{-1/2}$. It leaves a uniform occupation unchanged, so its flux is proportional to $-x\,\partial f/\partial x$. Acting on $e^{-x}$, it supplies the source $\partial_x(x\,\partial_xe^{-x})=(x-1)e^{-x}$. With $f=e^{-x}(1+\eta g)$, where $\eta\propto E^2$ is small, a steady state has no net flux:

$$\kappa x^2e^{-x}g'-xe^{-x}=0,\qquad g=\frac{\ln x+c}{\kappa}.$$

Conservation of number, $\int_0^\infty\sqrt x\,e^{-x}g\,dx=0$, gives $c=\gamma+2\ln2-2$, where $\gamma$ is Euler's constant.

The drift current weights $-\partial f/\partial x$ with $\sqrt x\,v^2\tau\propto x$. After integration by parts the mobility is proportional to $\int_0^\infty f\,dx$. Since $\int_0^\infty e^{-x}\ln x\,dx=-\gamma$, the relative mobility change is

$$\eta\int_0^\infty e^{-x}g\,dx=-\frac{2(1-\ln2)}{\kappa}\,\eta .$$

A Maxwellian forced to keep its shape has $g=\delta(x-\frac32)$ instead. The source supplies energy $\int x(x-1)e^{-x}dx=1$, and the phonons remove $\kappa\delta\int x^2e^{-x}dx=2\kappa\delta$. Hence $\delta=1/(2\kappa)$, and the mobility change is $-\eta\delta/2=-\eta/(4\kappa)$. The ratio of the two static coefficients is $8(1-\ln2)=2.455$. Without electron–electron collisions many low-energy electrons, which carry current well, are moved upward, and the same heating changes the mobility more.

To compare the frequency dependence, $\kappa$ must be tied to $\tau_E$. The slightly heated Maxwellian has the excess energy $\delta\int x^{3/2}e^{-x}(x-\frac32)dx=\frac34\sqrt\pi\,\delta$ and loses it at the rate $2\kappa\delta$, so $\kappa=3\sqrt\pi/(8\tau_E)$. The response at $2\omega$ then follows from

$$-2i\omega\sqrt x\,e^{-x}g=\kappa\frac{d}{dx}\left(x^2e^{-x}g'\right)+(x-1)e^{-x},$$

solved numerically. The table gives the third-harmonic amplitude relative to its own static value, in the weak-field limit. The last column has $\tau_m=0$ and energy loss to acoustic phonons only.

| GHz | one time | with $\tau_m$ | no e–e collisions |
|---:|---:|---:|---:|
| 1 | 0.970 | 0.968 | 0.954 |
| 5 | 0.623 | 0.598 | 0.546 |
| 10 | 0.370 | 0.317 | 0.321 |
| 20 | 0.195 | 0.117 | 0.174 |

At 5 GHz the kinetic factor is 12 % below the single-time factor. Forcing the single-time law on the last column requires $\tau=\sqrt{R^{-2}-1}/(2\omega)$, with $R$ the tabulated factor. This gives 24.4 ps at 5 GHz and 22.5 ps at 20 GHz, so no one time fits both. The absolute amplitude changes more: at fixed $\mu_0$ and $\tau_E$ it is larger by $2.455\times0.546/0.623\approx2.15$ in the weak-field limit. The slowest electrons exchange so little energy with the phonons that the weak-field expansion fails for them first. With the full field dependence kept in the energy-diffusion equation, the amplitude at 20 V/cm is about 1.7 times the lowest-order single-temperature value. This is a $\tau_m\to0$ value. At 20 V/cm the field supplies about $0.15\,k_BT_L$ per free path, so the diffusion picture itself fails for the slowest electrons. In this acoustic-phonon model the suppression factor is thus less sensitive to the distribution than the current itself.

That conclusion does not carry over to germanium at 77 K. Acoustic scattering with $\tau_m=2.66$ ps would by itself give an energy relaxation time of roughly 80 ps or more, so a value of 20 ps requires optical phonons. These cool mainly the few electrons above the phonon energy of about 37 meV and leave the slower ones to the weak acoustic exchange. If optical phonons carry three quarters of the loss, the collisionless suppression factor at 5 GHz is only about 0.22 in the weak-field limit, and the current is about 2.7 times the single-temperature value. The suppression then depends on the distribution as strongly as the current does. At 20 V/cm the suppression factor, relative to the static harmonic at the same field, is about 0.26, and the current is about 1.6 times the lowest-order single-temperature value.

Set beside real germanium, the inputs are rough values for one regime, and the calculated current is a model value. Of the effects sized here, the shape of the energy distribution moves it most: in the collisionless limit by a factor of about 1.6 to 1.7 at 20 V/cm, and by a factor between 2 and 3 at much weaker fields. In the table, optical phonons enter only through the chosen $\tau_E$, and their effect on that shape is not included. Direction matters as well. For a field along [111], one valley has the inverse mass $1/1.6=0.625$ and three have $(1/9)/1.6+(8/9)/0.08=11.18$, in units of $1/m_e$. Heating and current are each proportional to this inverse mass, so the harmonic follows the mean of its square. Relative to the squared mean, this is 1.286, or 29 % more than along [100], before any transfer of electrons between valleys.

One omission is not sized here: scattering by the ionized donors. A Brooks–Herring estimate gives a collision time of 30 to 40 ps at $\varepsilon=k_BT_L$, falling roughly as $\varepsilon^{3/2}$, so it exceeds acoustic scattering below about $0.3\,k_BT_L$. It lowers $p$ below $1/2$ and acts on the slow electrons behind the collisionless factors, which therefore hold only for a purely acoustic collision time. The following omissions are small. The peak drift energy is 0.2 % of the thermal energy. Even at the highest electron temperature the 0.73 eV gap is 107 times $k_BT_e$, so impact ionization across it is negligible for a Maxwellian. To gain that energy from the field without collisions, an electron would have to cross $0.73/20=0.037$ cm, which also rules out interband tunnelling as a competitor. With donors bound by roughly 12 meV, about one is neutral per thousand free electrons if only the lowest donor level is counted, and several if the excited levels are included, so heating can hardly change $n$. The degeneracy correction to the mean energy is of order $10^{-5}$. A pulse of 1 µs warms the lattice by about $2\times10^{-4}$ K if no heat escapes. The skin depth is 0.89 mm, and the sample must be much thinner than this for the field to be uniform.

## Calculated quantities

```
worst relative error, third harmonic: 5.6e-06
worst relative error, fundamental shift: 3.5e-06
worst relative error, finite tau_m: 2.1e-06
error ratio when E0^2 is halved: 1.988
lattice temperature: 77 K
mobility: 40000 cm2/Vs
energy relaxation time: 20.0 ps
electron density: 1.0e+14 cm^-3
field amplitude: 20.0 V/cm
frequency: 5.0 GHz
mobility exponent p: 0.5
valley masses long, trans: 1.60, 0.08 m_e
conductivity mass: 0.1171 m_e
momentum relaxation time: 2.663 ps
omega tau_E: 0.6283; omega tau_m: 0.0836
heating parameter h: 0.03215
beta: 4.019e-05 cm2/V2
beta E0^2: 0.01608
mean electron temperature rise: 1.238 K
2-omega temperature amplitude: 0.771 K
suppression factor: 0.6227
third-harmonic lag phi: 51.49 degrees
linear current amplitude: 12.817 A/cm2
static third harmonic: 0.05151 A/cm2
third harmonic at drive: 0.03208 A/cm2
third/linear current: 2.502e-03
GHz | one time | with tau_m | kinetic (tau_m=0)
  1 | 0.9698 | 0.9682 | 0.9536
  2 | 0.8935 | 0.8875 | 0.8467
  5 | 0.6227 | 0.5977 | 0.5461
 10 | 0.3697 | 0.3170 | 0.3207
 20 | 0.1951 | 0.1174 | 0.1739
finite-field change, tau_m=0: -3.67 %
change with field and tau_m: -7.25 %
kinetic/Maxwellian static beta: 2.455
[111]/[100] third harmonic, no transfer: 1.286
drift/thermal energy at peak: 2.14e-03
degeneracy correction to energy: 1.34e-05
donor binding energy: 12.0 meV
neutral donors per free electron: 9.24e-04
band gap: 0.73 eV
gap/kTe at upper temperature bound: 107.2
interband tunnelling exponent: 3.55e+05
relative permittivity: 16
displacement/conduction current: 0.069
skin depth: 0.889 mm
lattice heat capacity: 0.80 J/(cm3 K)
pulse length: 1.0 us
lattice rise in pulse: 1.60e-04 K
```
